# Sand's Time: Ion Depletion at a Constant-Current Plating Cathode: test program

```python
# RESULT UNDER TEST: Sand's time for constant-current metal deposition,
#   tau = pi * D * (n F c0 / (2 j))**2,
# the time at which the metal-ion concentration at a flat cathode reaches zero.
# D: ion diffusivity (cm2/s), n: electrons per ion, F: Faraday constant (C/mol),
# c0: bulk concentration (mol/L = mmol/cm3), j: current density (A/cm2).
# The formula is compared with a finite-volume solution of the ion balances.
# The solver can include migration, a stirred layer and a trench array.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.sparse import diags
from scipy.special import erfc

F = constants.physical_constants["Faraday constant"][0]
N_EL = 2
C0 = 0.25            # copper ions, mol/L
ACID = 1.8           # sulfuric acid, mol/L
D_CU = 5.0e-6        # cm2/s, rough bath value
D_H = 9.3e-5         # cm2/s, rough dilute value
D_BISULFATE = 1.3e-5 # cm2/s, rough dilute value
D_SULFATE = 1.0e-5   # cm2/s, rough dilute value
J = 0.100            # A/cm2, pulse current density
STIRRED = 50e-4      # cm, thickness of stirred diffusion layer
DEPTH, WIDTH, PITCH = 300e-7, 100e-7, 200e-7   # trench array, cm


def ion_demand(j):
    """Metal ions consumed per plan area and time, mmol/(cm2 s)."""
    return 1e3 * j / (N_EL * F)


def sand_time(j):
    return np.pi * D_CU * (C0 / (2 * ion_demand(j)))**2


def profile(x, t, j):
    eta = x / (2 * np.sqrt(D_CU * t))
    shape = np.exp(-eta**2) / np.sqrt(np.pi) - eta * erfc(eta)
    return C0 - 2 * ion_demand(j) * np.sqrt(t / D_CU) * shape


def plate(j, t_end=60.0, length=0.1, field=False, free_h=0.0,
          z_an=-1, d_an=D_BISULFATE, depth=0.0, opening=1.0):
    """Integrate ion balances until surface depletion or t_end.

    Below 'depth' only the fraction 'opening' of the plan area is liquid.
    Returns final time, whether depletion occurred, positions, copper profile.
    """
    x = length * np.linspace(0, 1, 301)**2
    faces = np.concatenate(([0.0], (x[1:] + x[:-1]) / 2))
    path = np.where(x < depth, x / opening, x - depth + depth / opening)
    filled = np.where(faces < depth, faces * opening,
                      faces - depth + depth * opening)
    d_path, volume = np.diff(path), np.diff(filled)
    demand = ion_demand(j)
    d_h = D_H if free_h > 0 else 0.0

    def rates(t, y):
        cu = np.append(y[0::2], C0)
        h = np.append(y[1::2], free_h)
        g_cu, g_h = np.diff(cu) / d_path, np.diff(h) / d_path
        flux_cu, flux_h = -D_CU * g_cu, -d_h * g_h
        if field:
            m_cu, m_h = (cu[1:] + cu[:-1]) / 2, (h[1:] + h[:-1]) / 2
            m_an = (2 * m_cu + m_h) / (-z_an)
            g_an = (2 * g_cu + g_h) / (-z_an)
            diffusion = 2 * D_CU * g_cu + d_h * g_h + z_an * d_an * g_an
            mobility = 4 * D_CU * m_cu + d_h * m_h + z_an**2 * d_an * m_an
            slope = (N_EL * demand - diffusion) / mobility
            flux_cu = flux_cu - 2 * D_CU * m_cu * slope
            flux_h = flux_h - d_h * m_h * slope
        out = np.empty_like(y)
        out[0::2] = -np.diff(np.concatenate(([-demand], flux_cu))) / volume
        out[1::2] = -np.diff(np.concatenate(([0.0], flux_h))) / volume
        return out

    def surface(t, y):
        return y[0]
    surface.terminal = True
    surface.direction = -1

    start = np.empty(2 * (len(x) - 1))
    start[0::2], start[1::2] = C0, free_h
    size = len(start)
    pattern = diags([1.0] * 7, list(range(-3, 4)), shape=(size, size))
    sol = solve_ivp(rates, (0, t_end), start, method="BDF", rtol=1e-6,
                    atol=1e-8, events=surface, jac_sparsity=pattern)
    assert sol.status >= 0, sol.message
    return sol.t[-1], sol.status == 1, x, np.append(sol.y[0::2, -1], C0)


tau = sand_time(J)
diff_length = np.sqrt(D_CU * tau)

# Integral of erfc and the overall ion balance, by quadrature
for eta in (0.0, 0.4, 1.3):
    closed = np.exp(-eta**2) / np.sqrt(np.pi) - eta * erfc(eta)
    assert abs(quad(erfc, eta, np.inf)[0] - closed) < 1e-8
t_test = 0.4
missing = quad(lambda x: C0 - profile(x, t_test, J), 0, 0.03,
               epsabs=1e-12, limit=200)[0]
assert abs(missing / (ion_demand(J) * t_test) - 1) < 1e-5

# Concentration profile before depletion; tolerance covers grid error
_, empty, x_num, c_num = plate(J, t_end=t_test)
profile_error = np.max(np.abs(c_num - profile(x_num, t_test, J))) / C0
assert not empty and profile_error < 2e-3

# Depletion times and their current exponent
currents = np.array([0.050, 0.100, 0.200])
runs = [plate(j) for j in currents]
assert all(run[1] for run in runs)
times = np.array([run[0] for run in runs])
assert np.allclose(times, sand_time(currents), rtol=4e-3)
exponent = np.polyfit(np.log(currents), np.log(times), 1)[0]
assert abs(exponent + 2) < 5e-3

# Stirred layer: depletion above the limiting current, none below it
j_lim = N_EL * F * D_CU * C0 * 1e-3 / STIRRED
t_stir, empty, _, _ = plate(J, length=STIRRED)
assert empty and abs(t_stir / tau - 1) < 0.01
j_near, j_low = 0.060, 0.020
t_near, empty, _, _ = plate(j_near, length=STIRRED)
assert empty and t_near > 1.05 * sand_time(j_near)
_, empty, _, c_low = plate(j_low, length=STIRRED)
assert not empty and abs(c_low[0] / C0 - (1 - j_low / j_lim)) < 2e-3

# Migration: unsupported copper sulfate, then the acid bath
d_salt = 2 * D_CU * D_SULFATE / (D_CU + D_SULFATE)
t_plus = D_CU / (D_CU + D_SULFATE)
tau_salt = np.pi * d_salt * (C0 / (2 * ion_demand(J) * (1 - t_plus)))**2
t_salt, empty, _, _ = plate(J, field=True, z_an=-2, d_an=D_SULFATE)
assert empty and abs(t_salt / tau_salt - 1) < 5e-3
free_h = ACID - C0   # all sulfate taken as bisulfate
t_acid, empty, _, _ = plate(J, field=True, free_h=free_h)
assert empty and 0 < t_acid / tau - 1 < 0.25 * (t_salt / tau - 1)

# Trench array with all current drawn to the trench floors
drop = ion_demand(J) * (PITCH / WIDTH) * DEPTH / (D_CU * C0)
t_floor_estimate = tau * (1 - drop)**2
t_floor, empty, _, _ = plate(J, depth=DEPTH, opening=WIDTH / PITCH)
assert empty and t_floor_estimate < t_floor < tau

# Sizes of other neglected effects, from rough typical inputs
capacitance, voltage_step = 50e-6, 0.3          # F/cm2, V
t_charge = capacitance * voltage_step / J
molar_cu, density_cu = 63.546, 8.96             # g/mol, g/cm3
thickness = ion_demand(J) * 1e-3 * tau * molar_cu / density_cu
trench_volume = DEPTH * WIDTH / PITCH
density_drop = C0 * 1e-3 * 159.6                # g/cm3, all CuSO4 removed
viscosity = 0.01                                # cm2/s
speed = constants.g * 100 * density_drop * diff_length**2 / viscosity
barrier, temp = 18e3, 298.15                    # J/mol, K
warm = np.exp(barrier / constants.R * (1 / temp - 1 / (temp + 10)))
assert t_charge < 0.01 * tau and thickness < 0.01 * diff_length

pulse = 0.1
print(f"Copper ion concentration: {C0:.2f} mol/L")
print(f"Sulfuric acid concentration: {ACID:.2f} mol/L")
print(f"Copper ion diffusivity: {D_CU:.2e} cm2/s")
print(f"Faraday constant: {F:.2f} C/mol")
print(f"Pulse current density: {J*1e3:.0f} mA/cm2")
print(f"Ion demand j/(nF): {ion_demand(J)*1e-3:.4e} mol/(cm2 s)")
print(f"Length nFDc0/j: {D_CU*C0/ion_demand(J)*1e4:.2f} um")
print(f"Sand time, formula: {tau:.4f} s")
print(f"Diffusion length sqrt(D tau): {diff_length*1e4:.2f} um")
for j, t in zip(currents, times):
    print(f"j = {j*1e3:.0f} mA/cm2: formula {sand_time(j):.4f} s, "
          f"solver {t:.4f} s")
print(f"Fitted current exponent, solver: {exponent:.4f}")
print(f"Largest profile error at {t_test:.1f} s: {profile_error:.1e} of c0")
print(f"Surface c/c0 after {pulse:.1f} s: {profile(0, pulse, J)/C0:.4f}")
print(f"Surface c/c0 at tau/4: {profile(0, tau/4, J)/C0:.4f}")
print(f"c/c0 at 20 um depth, t = tau: {profile(20e-4, tau, J)/C0:.4f}")
print(f"Copper thickness deposited by tau: {thickness*1e7:.1f} nm")
print(f"Stirred layer thickness: {STIRRED*1e4:.0f} um")
print(f"Limiting current density: {j_lim*1e3:.2f} mA/cm2")
print(f"Stirred depletion time at {J*1e3:.0f} mA/cm2: {t_stir:.4f} s")
print(f"Sand time at {j_near*1e3:.0f} mA/cm2: {sand_time(j_near):.3f} s")
print(f"Stirred depletion time at {j_near*1e3:.0f} mA/cm2: {t_near:.3f} s")
print(f"Sand time at {j_low*1e3:.0f} mA/cm2: {sand_time(j_low):.2f} s")
print(f"Stirred steady c/c0 at {j_low*1e3:.0f} mA/cm2: {c_low[0]/C0:.4f}")
print(f"Diffusivities H+, HSO4-: {D_H:.1e}, {D_BISULFATE:.1e} cm2/s")
print(f"Diffusivity SO4(2-): {D_SULFATE:.1e} cm2/s")
print(f"Free H+ in acid bath model: {free_h:.2f} mol/L")
print(f"Depletion time with migration, acid bath: {t_acid:.4f} s")
print(f"Change due to migration, acid bath: {100*(t_acid/tau-1):.1f} %")
print(f"Salt diffusivity without acid: {d_salt:.3e} cm2/s")
print(f"Copper transport number without acid: {t_plus:.4f}")
print(f"Depletion time without acid, formula: {tau_salt:.4f} s")
print(f"Depletion time without acid, solver: {t_salt:.4f} s")
print(f"Trench depth, width, pitch: {DEPTH*1e7:.0f}, {WIDTH*1e7:.0f}, "
      f"{PITCH*1e7:.0f} nm")
print(f"Trench concentration drop / c0: {drop:.4f}")
print(f"Trench floor depletion, estimate: {t_floor_estimate:.4f} s")
print(f"Trench floor depletion, solver: {t_floor:.4f} s")
print(f"Trench volume per plan area: {trench_volume*1e7:.0f} nm")
print(f"Double-layer capacitance: {capacitance*1e6:.0f} uF/cm2")
print(f"Electrode voltage step: {voltage_step:.1f} V")
print(f"Double-layer charging time: {t_charge*1e3:.3f} ms")
print(f"Largest density drop: {density_drop:.4f} g/cm3")
print(f"Kinematic viscosity: {viscosity:.3f} cm2/s")
print(f"Buoyant drift speed scale: {speed*1e4:.0f} um/s")
print(f"Buoyant drift distance by tau: {speed*tau*1e4:.0f} um")
print(f"Diffusion activation energy: {barrier/1e3:.0f} kJ/mol")
print(f"Reference temperature: {temp:.2f} K")
print(f"Factor on D and tau for 10 K warming: {warm:.3f}")
print("finished without a failed check")
```

Output:

```
Copper ion concentration: 0.25 mol/L
Sulfuric acid concentration: 1.80 mol/L
Copper ion diffusivity: 5.00e-06 cm2/s
Faraday constant: 96485.33 C/mol
Pulse current density: 100 mA/cm2
Ion demand j/(nF): 5.1821e-07 mol/(cm2 s)
Length nFDc0/j: 24.12 um
Sand time, formula: 0.9140 s
Diffusion length sqrt(D tau): 21.38 um
j = 50 mA/cm2: formula 3.6558 s, solver 3.6562 s
j = 100 mA/cm2: formula 0.9140 s, solver 0.9142 s
j = 200 mA/cm2: formula 0.2285 s, solver 0.2286 s
Fitted current exponent, solver: -1.9998
Largest profile error at 0.4 s: 1.1e-04 of c0
Surface c/c0 after 0.1 s: 0.6692
Surface c/c0 at tau/4: 0.5000
c/c0 at 20 um depth, t = tau: 0.6180
Copper thickness deposited by tau: 33.6 nm
Stirred layer thickness: 50 um
Limiting current density: 48.24 mA/cm2
Stirred depletion time at 100 mA/cm2: 0.9151 s
Sand time at 60 mA/cm2: 2.539 s
Stirred depletion time at 60 mA/cm2: 2.877 s
Sand time at 20 mA/cm2: 22.85 s
Stirred steady c/c0 at 20 mA/cm2: 0.5854
Diffusivities H+, HSO4-: 9.3e-05, 1.3e-05 cm2/s
Diffusivity SO4(2-): 1.0e-05 cm2/s
Free H+ in acid bath model: 1.55 mol/L
Depletion time with migration, acid bath: 1.0475 s
Change due to migration, acid bath: 14.6 %
Salt diffusivity without acid: 6.667e-06 cm2/s
Copper transport number without acid: 0.3333
Depletion time without acid, formula: 2.7419 s
Depletion time without acid, solver: 2.7422 s
Trench depth, width, pitch: 300, 100, 200 nm
Trench concentration drop / c0: 0.0249
Trench floor depletion, estimate: 0.8690 s
Trench floor depletion, solver: 0.8805 s
Trench volume per plan area: 150 nm
Double-layer capacitance: 50 uF/cm2
Electrode voltage step: 0.3 V
Double-layer charging time: 0.150 ms
Largest density drop: 0.0399 g/cm3
Kinematic viscosity: 0.010 cm2/s
Buoyant drift speed scale: 179 um/s
Buoyant drift distance by tau: 163 um
Diffusion activation energy: 18 kJ/mol
Reference temperature: 298.15 K
Factor on D and tau for 10 K warming: 1.266
finished without a failed check
```
